# The Double Group of C2v Constructed from SU(2) Matrices

## Problem

The point group $C_{2v}$ contains the identity $E$, the half-turn $C_2$ about the $z$ axis, and the mirrors $M_{xz}$ and $M_{yz}$, named after the planes they leave fixed. On position vectors they act as

$$E=\mathrm{diag}(1,1,1),\quad C_2=\mathrm{diag}(-1,-1,1),$$
$$M_{xz}=\mathrm{diag}(1,-1,1),\quad M_{yz}=\mathrm{diag}(-1,1,1).$$

Rotations are active, and a rotation by $\theta$ about the unit vector $\mathbf n$ acts on spin as $\exp(-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2)$. Spin is an axial vector, and spatial inversion is taken to act on a two-component spinor as the identity. Representations are complex, unitary and finite-dimensional.

(a) Find the SU(2) matrices that represent the four operations on spin. How far are they determined, and what group do they form?

(b) Find the conjugacy classes of this group.

(c) Find all its irreducible representations (irreps). Which of them can describe a spinor, for which a rotation by $2\pi$ gives a factor $-1$?

(d) Take any nonzero spinor function and apply all group elements to it. What do the images span? How do half-integer angular-momentum shells and Dirac four-spinors decompose?

(e) An electron occupies one $s$ and three $p$ orbitals with energies $e_s=-0.100$, $e_x=0$, $e_y=0.010$, $e_z=0.030$ hartree ($E_h$). An $s$–$p_z$ matrix element $t=0.020\,E_h$ and a spin–orbit term $\zeta\,\mathbf L\cdot\mathbf S$ with $\zeta=0.020\,E_h$ are present. Find the levels and their degeneracies. Then add, separately, $g\,(|p_x\rangle\langle p_y|+|p_y\rangle\langle p_x|)\,\sigma_z$ with $g=0.002\,E_h$, and $b\,\sigma_z$ with $b=0.001\,E_h$. What happens to the degeneracies?

## Solution

### (a) The lifted group

An axial vector is unchanged by inversion, so a spatial matrix $M$ acts on it through the proper rotation $R=\det(M)\,M$. We need a matrix $U$ such that replacing $\chi$ by $U\chi$ rotates the spin vector $\chi^\dagger\boldsymbol\sigma\chi$ by $R$. This must hold for every $\chi$, so

$$U^\dagger\sigma_kU=\sum_jR_{kj}\sigma_j .$$

Multiplying by $R_{ki}$, summing over $k$ and using $R^TR=1$ gives $\sum_kR_{ki}U^\dagger\sigma_kU=\sigma_i$, or

$$U\sigma_iU^\dagger=\sum_kR_{ki}\sigma_k. \tag{1}$$

Suppose $U$ and $V$ in SU(2) both satisfy (1). Then $W=V^\dagger U$ commutes with all Pauli matrices. Commuting with $\sigma_z$ makes $W$ diagonal, and commuting with $\sigma_x$ makes its diagonal entries equal. Thus $W=\lambda\,1$, and $\det W=\lambda^2=1$ leaves $\lambda=\pm1$. Each spatial operation therefore has two lifts, which differ in sign.

For the mirror $M_{xz}$ the determinant is $-1$, so $R=\mathrm{diag}(-1,1,-1)$. This is a half-turn about $y$, the normal to the mirror. Likewise, $M_{yz}$ gives a half-turn about $x$. Since $\sigma_n^2=1$, a half-turn about axis $n$ is

$$e^{-i\pi\sigma_n/2}=\cos\frac{\pi}{2}-i\sigma_n\sin\frac{\pi}{2}=-i\sigma_n .$$

One lift of each operation is therefore

$$E\to1,\quad C_2\to c=-i\sigma_z,\quad M_{xz}\to m=-i\sigma_y,\quad M_{yz}\to n=-i\sigma_x .$$

To multiply them, use $\sigma_x\sigma_y=i\sigma_z$ with its cyclic permutations, and the opposite sign in reversed order. For example,

$$mc=(-i)^2\sigma_y\sigma_z=-i\sigma_x=n,\qquad cm=(-i)^2\sigma_z\sigma_y=+i\sigma_x=-n .$$

The other products follow in the same way:

$$c^2=m^2=n^2=-1,\quad nm=-mn=c,\quad cn=-nc=m. \tag{2}$$

The four matrices alone do not close, because $c^2=-1$. With both signs included, the set

$$\{\pm1,\ \pm c,\ \pm m,\ \pm n\}$$

is closed and contains the inverses, such as $c^{-1}=-c$. This is the double group of $C_{2v}$, with eight elements. The same mirror applied twice restores every position but reverses the sign of a spinor, since $m^2=n^2=-1$.

### (b) The classes

The class of $h$ is the set of all $ghg^{-1}$. The elements $1$ and $-1$ commute with everything, so each is a class by itself. The element $c$ commutes with $\pm1$ and $\pm c$. It anticommutes with $m$ and $n$, so

$$mcm^{-1}=-cmm^{-1}=-c .$$

Hence $c$ and $-c$ share a class, and the same argument applies to $m$ and $n$. The classes are

$$\{1\},\quad\{-1\},\quad\{c,-c\},\quad\{m,-m\},\quad\{n,-n\}.$$

There are five. Ordinary $C_{2v}$ has four, because its diagonal spatial matrices all commute. Doubling the number of elements has added one class.

### (c) The irreps

Let $D$ be an irrep and let $Z=D(-1)$. Then $Z^2=1$, and $Z$ commutes with every matrix of the representation. Its eigenspaces are therefore invariant, and irreducibility leaves either $Z=+1$ or $Z=-1$. Write $C=D(c)$, $B=D(m)$ and $N=D(n)=BC$.

**Case $Z=+1$.** From (2), $C^2=B^2=1$. Also $CB=D(-n)=D(n)=BC$, so $C$ and $B$ commute. An eigenspace of $C$ is then invariant under $B$ and contains an eigenvector of $B$. This common eigenvector spans an invariant line, so the irrep is one-dimensional. The choices $C=\pm1$ and $B=\pm1$ are free, with $N=BC$. They give the four irreps of ordinary $C_{2v}$: $A_1$, $A_2$, $B_1$ and $B_2$.

**Case $Z=-1$.** Now

$$C^2=B^2=-1,\qquad CB=-BC. \tag{3}$$

The eigenvalues of $C$ can be only $i$ and $-i$. If $Cu=iu$, then $CBu=-BCu=-iBu$, and $Bu\neq0$ because $B^2=-1$. An eigenvector $v$ with $Cv=-iv$ therefore exists in every case. Put $w=Bv$. Then

$$Cw=CBv=-BCv=iBv=iw,\qquad Bw=B^2v=-v .$$

The vectors $v$ and $w$ have different eigenvalues of $C$, so they are linearly independent. Their span is invariant under $C$, $B$ and $N=BC$, so it is the whole irrep. In the basis $(v,w)$,

$$C=\begin{pmatrix}-i&0\\0&i\end{pmatrix}=-i\sigma_z,\qquad B=\begin{pmatrix}0&-1\\1&0\end{pmatrix}=-i\sigma_y,$$

and $N=BC=-i\sigma_x$. These are the spin matrices of part (a).

This representation is irreducible. An invariant line would have to consist of eigenvectors of $C$, so it would lie along $v$ or $w$, but $B$ exchanges these two directions. Since (3) led to the same matrices whatever irrep we started from, there is exactly one irrep with $D(-1)=-1$, up to a change of basis. It is called $E_{1/2}$ and has dimension two.

The characters, which are the traces of the representation matrices, are:

| Irrep | $1$ | $-1$ | $\pm c$ | $\pm m$ | $\pm n$ |
|---|---:|---:|---:|---:|---:|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | 1 | −1 | 1 | −1 |
| $B_2$ | 1 | 1 | −1 | −1 | 1 |
| $E_{1/2}$ | 2 | −2 | 0 | 0 | 0 |

The zeros also follow from the classes. The elements $c$ and $-c$ are conjugate, so their traces are equal, while $D(-c)=-D(c)$ makes the traces opposite.

### (d) What a spinor spans

A group element with spatial part $M$ and spin part $U$ acts on a spinor function as $\psi(\mathbf r)\to U\psi(M^{-1}\mathbf r)$. The element $-1$ gives $-\psi$, so relations (3) hold for the operators $C$ and $B$ acting on such functions. Define

$$\psi_-=\tfrac12(\psi+iC\psi),\qquad\psi_+=\tfrac12(\psi-iC\psi),\qquad\psi=\psi_-+\psi_+ .$$

With $C^2=-1$,

$$C\psi_-=\tfrac12(C\psi-i\psi)=-i\psi_-,\qquad C\psi_+=\tfrac12(C\psi+i\psi)=i\psi_+ .$$

If $\psi_-\neq0$, the pair $(\psi_-,B\psi_-)$ is a standard basis $(v,w)$ of $E_{1/2}$. If $\psi_+\neq0$, so is $(-B\psi_+,\psi_+)$: its first member has $C=-i$ by (3), and $B(-B\psi_+)=\psi_+$. Every spinor function is thus built from $E_{1/2}$ alone.

The images of $\psi$ span the same space as these pairs together. Its $C=-i$ part is spanned by $\psi_-$ and $B\psi_+$. If these two are linearly independent, the space has dimension 4 and holds two copies of $E_{1/2}$. Otherwise it has dimension 2 and holds one copy.

For a constant two-component spinor the space available is $\mathbb C^2$ itself, so the images of any nonzero $\chi$ span exactly one copy. A spinor function can do more. For $\psi=s{\uparrow}+p_x{\uparrow}$ we have $\psi_-=s{\uparrow}$ and $\psi_+=p_x{\uparrow}$. Then $B\psi_+=p_x{\downarrow}$, which is independent of $s{\uparrow}$, and the images span four dimensions. The statement "every spinor spans the fermion irrep" therefore holds for constant two-component spinors. For spinor functions it must read "every spinor contains only the fermion irrep".

In a unitary representation the orthogonal complement of an invariant subspace is also invariant, so copies can be split off one at a time. A space of dimension $d$ on which $-1$ acts as $-1$ therefore holds $d/2$ copies of $E_{1/2}$. Two cases follow.

- **Shells.** A rotation by $2\pi$ multiplies the state $|j,m_j\rangle$ by $e^{-2\pi im_j}$, which is $-1$ for half-integer $j$. Such a shell contains $(2j+1)/2=j+\tfrac12$ copies: 1, 2, 3 and 4 for $j=\tfrac12,\tfrac32,\tfrac52,\tfrac72$. For integer $j$ the factor is $+1$, and $E_{1/2}$ is absent.
- **Dirac four-spinors.** The free Hamiltonian is $H(\mathbf p)=c_0\,\boldsymbol\alpha\cdot\mathbf p+\beta c_0^2$, in atomic units (electron mass 1), with $c_0$ the speed of light and $\alpha_k=\begin{pmatrix}0&\sigma_k\\\sigma_k&0\end{pmatrix}$. By (1), $\mathrm{diag}(U,U)$ rotates $\boldsymbol\alpha$ in the same way as $U$ rotates $\boldsymbol\sigma$, and it commutes with $\beta$, so a proper rotation acts on the components as $\mathrm{diag}(U,U)$. Since $\beta\boldsymbol\alpha\beta=-\boldsymbol\alpha$, we have $\beta H(\mathbf p)\beta=H(-\mathbf p)$, so inversion acts on the components as $\beta=\mathrm{diag}(1,1,-1,-1)$. A mirror becomes $\mathrm{diag}(U,-U)$ and the half-turn $\mathrm{diag}(c,c)$. The lower pair carries the same irrep in another basis, because $\sigma_z$ commutes with $c$ and reverses the signs of $m$ and $n$ on conjugation. Constant four-spinors thus hold two copies.

### (e) Levels of the model

The term $t$ connects $s$ and $p_z$, which are both unchanged by every operation of $C_{2v}$. The vectors $\mathbf L$ and $\mathbf S$ are both axial, so $\mathbf L\cdot\mathbf S$ is invariant. The Hamiltonian $H$ therefore commutes with the double group, and the eight spinors form four copies of $E_{1/2}$.

Sort the states by their eigenvalue of $C$. Spin up gives $-i$ and spin down gives $+i$. The orbitals $s,p_z$ are even under the half-turn, and $p_x,p_y$ are odd. The sector $C=-i$ is therefore $s{\uparrow},p_z{\uparrow},p_x{\downarrow},p_y{\downarrow}$.

With $\hbar=1$, $\mathbf S=\boldsymbol\sigma/2$ and $\langle p_a|L_k|p_b\rangle=-i\epsilon_{kab}$, the orbital elements needed are

$$\langle p_z|L_y|p_x\rangle=-i,\quad\langle p_z|L_x|p_y\rangle=i,\quad\langle p_x|L_z|p_y\rangle=-i .$$

The spin elements are $(\sigma_x)_{\uparrow\downarrow}=1$, $(\sigma_y)_{\uparrow\downarrow}=-i$ and $(\sigma_z)_{\downarrow\downarrow}=-1$. Hence

$$\langle p_z{\uparrow}|\zeta\mathbf L\cdot\mathbf S|p_x{\downarrow}\rangle=\tfrac{\zeta}{2}(-i)(-i)=-\tfrac{\zeta}{2},$$
$$\langle p_z{\uparrow}|\zeta\mathbf L\cdot\mathbf S|p_y{\downarrow}\rangle=\tfrac{\zeta}{2}(i)(1)=\tfrac{i\zeta}{2},$$
$$\langle p_x{\downarrow}|\zeta\mathbf L\cdot\mathbf S|p_y{\downarrow}\rangle=\tfrac{\zeta}{2}(-i)(-1)=\tfrac{i\zeta}{2}.$$

The remaining elements follow from Hermiticity, and the block is

$$H_-=\begin{pmatrix}e_s&t&0&0\\t&e_z&-\zeta/2&i\zeta/2\\0&-\zeta/2&e_x&i\zeta/2\\0&-i\zeta/2&-i\zeta/2&e_y\end{pmatrix}.$$

If $H_-v=\varepsilon v$, then $Bv$ lies in the sector $C=+i$ and has the same energy, because $B$ commutes with $H$. Each eigenvalue of $H_-$ thus belongs to a pair. Numerical diagonalization gives the levels below. Here $w_\uparrow$ is the spin-up weight of the partner with $C=-i$, and the last column is the splitting caused by $b\sigma_z$.

| Level | Energy ($E_h$) | Energy (eV) | $w_\uparrow$ | Splitting ($E_h$) |
|---|---:|---:|---:|---:|
| 1 | −0.103053 | −2.8042 | 0.9995 | 0.001998 |
| 2 | −0.010437 | −0.2840 | 0.0911 | 0.001635 |
| 3 | 0.015779 | 0.4294 | 0.0154 | 0.001938 |
| 4 | 0.037711 | 1.0262 | 0.8940 | 0.001575 |

The energies add up to $-0.060\,E_h$, which equals the trace $-0.100+0.030+0+0.010$. The four levels are distinct, so each is exactly doubly degenerate.

For $\zeta=0$ the block separates into a spin-up part ($s,p_z$) and a spin-down part ($p_x,p_y$), and $w_\uparrow$ is 1 or 0. Spin–orbit coupling mixes the two parts. The orbital labels $A_1,B_1,B_2$ then no longer separate the states, since each of them combined with spin gives $E_{1/2}$.

**The term in $g$.** Under either mirror the orbital factor changes sign, because one of $p_x,p_y$ does. So does $\sigma_z$, since $m\sigma_zm^{-1}=-\sigma_z$ and likewise for $n$. The half-turn leaves both factors unchanged, so the product respects $C_{2v}$. Time reversal, $i\sigma_y$ times complex conjugation, reverses $\sigma_z$ but not the real orbital factor, so this term breaks time-reversal symmetry. The levels move by at most $0.000137\,E_h$, and all four pairs survive. Here the degeneracy rests on the spatial double group alone, since time reversal is no longer a symmetry.

**The term in $b$.** This term acts on spin only, like an exchange field. Read as a spin Zeeman term $\mu_BB_z\sigma_z$, with $\mu_B=\tfrac12$ in atomic units, it would need about 470 T. A real magnetic field would also add $\mu_BB_zL_z$, which has the same symmetry but changes the size of the splittings. The spin field commutes with $C$ but changes sign under the mirrors and under time reversal $T$. Both matter. Since $T^2=-1$ and $\langle Ta|Tb\rangle=\langle b|a\rangle$, the choice $a=\psi$, $b=T\psi$ gives $-\langle T\psi|\psi\rangle=\langle T\psi|\psi\rangle=0$. A perturbation that broke the mirrors but kept $T$ would therefore still leave every state $\psi$ with an orthogonal partner $T\psi$ of the same energy. The field removes both protections. It cannot couple the two partners of a pair, which have different eigenvalues of $C$. To first order each partner shifts by its own expectation value. For $v$ this is

$$b\langle\sigma_z\rangle=b\,[w_\uparrow-(1-w_\uparrow)]=b\,(2w_\uparrow-1).$$

For $Bv$ it is the opposite, because $B^\dagger\sigma_zB=-\sigma_z$. The first-order splitting is therefore

$$\Delta=2b\,|2w_\uparrow-1| .$$

For level 4 this gives $2(0.001)(2\times0.8940-1)=0.001576\,E_h$, against $0.001575\,E_h$ from diagonalization with the field. The first-order splitting would vanish at $w_\uparrow=\tfrac12$, so breaking the mirrors together with time reversal permits a splitting without fixing its size. The elements of the double group that remain symmetries are $\{\pm1,\pm c\}$. These elements commute, their irreps are one-dimensional, and they enforce no pairing. The product of $T$ with a mirror also survives, because each factor reverses $\sigma_z$. It does not pair states either. The mirror takes $C=-i$ to $C=+i$, and $T$, which commutes with $C$ and conjugates the eigenvalue, takes it back. The product thus keeps each sector of $C$, and within a sector the four levels are distinct.

The numerical check obtains the lifts by solving (1) as linear equations and the irreps by reducing the eight-dimensional regular representation, in which the group permutes its own elements.

## Values computed for the example and the checks

```
Double-group order: 8
Classes: double group 5, ordinary C2v 4
  class: E
  class: -E
  class: C2, -C2
  class: Mxz, -Mxz
  class: Myz, -Myz
Characters in class order E, -E, C2, Mxz, Myz:
  E1/2   2  -2   0   0   0
  A1     1   1   1   1   1
  A2     1   1   1  -1  -1
  B1     1   1  -1   1  -1
  B2     1   1  -1  -1   1
Number of fermion irreps: 1, dimension 2
Span of images, constant 2-spinor: 2
Span of images, generic model spinor: 4
Copies of E1/2 in shell j=1/2: 1
Copies of E1/2 in shell j=3/2: 2
Copies of E1/2 in shell j=5/2: 3
Copies of E1/2 in shell j=7/2: 4
Copies of E1/2 in integer shell j=1: 0
Copies of E1/2 in constant Dirac 4-spinors: 2
Copies of E1/2 in the 8 model spinors: 4
Model e_s, e_x, e_y, e_z: -0.100, 0.000, 0.010, 0.030 Eh
Model t, zeta: 0.020, 0.020 Eh
Perturbations g, b: 0.002, 0.001 Eh
Level 1: -0.103053 Eh = -2.8042 eV
  spin-up weight in C2=-i partner: 0.9995
  level with g term: -0.103053 Eh
  splitting by b: 0.001998 Eh, first order 0.001998 Eh
Level 2: -0.010437 Eh = -0.2840 eV
  spin-up weight in C2=-i partner: 0.0911
  level with g term: -0.010574 Eh
  splitting by b: 0.001635 Eh, first order 0.001635 Eh
Level 3: 0.015779 Eh = 0.4294 eV
  spin-up weight in C2=-i partner: 0.0154
  level with g term: 0.015898 Eh
  splitting by b: 0.001938 Eh, first order 0.001938 Eh
Level 4: 0.037711 Eh = 1.0262 eV
  spin-up weight in C2=-i partner: 0.8940
  level with g term: 0.037729 Eh
  splitting by b: 0.001575 Eh, first order 0.001576 Eh
Largest level shift by g: 0.000137 Eh
Pair gaps below 1e-12 Eh without and with g: True, True
```
